# Critical temperature of the miscibility gap in a regular-solution alloy

Let two species A and B share a set of equivalent lattice sites, with a fraction $x$ of the sites occupied by B. If the energy of mixing is $Wx(1-x)$ per mixing site, with a constant $W>0$, and the entropy is that of random occupation, the alloy has a miscibility gap that is symmetric about $x=1/2$ and closes at

$$
T_c=\frac{W}{2k_B}. \tag{1}
$$

At and above $T_c$ the uniform alloy is stable at every composition. Below $T_c$ there is a range of compositions in which two phases, one poor and one rich in B, have a lower free energy than the uniform alloy. The result follows from the free energy of mixing per site,

$$
f(x,T)=Wx(1-x)+k_BT\left[x\ln x+(1-x)\ln(1-x)\right], \tag{2}
$$

which contains no interface energy, no coherency strain and no change of vibrational entropy on mixing. The Boltzmann constant is kept explicit, so the algebra holds in atomic units, with $W$ in hartree and $k_B$ in hartree per kelvin; the numbers below are in eV and K.

The energy term can be obtained from pair interactions. Let each site have $z$ neighbours and let a neighbouring pair have energy $e_{AA}$, $e_{BB}$ or $e_{AB}$. There are $z/2$ pairs per site, since each pair is shared by two sites. With random occupation of a large lattice, a pair is AA with probability $(1-x)^2$, BB with probability $x^2$, and unlike with probability $2x(1-x)$. The mean energy per site is therefore

$$
\frac{\langle E\rangle}{N}=\frac z2\left[(1-x)^2e_{AA}+x^2e_{BB}+2x(1-x)e_{AB}\right].
$$

Substituting $(1-x)^2=(1-x)-x(1-x)$ and $x^2=x-x(1-x)$ separates the energy of the unmixed elements from the rest:

$$
\frac{\langle E\rangle}{N}=\frac z2\left[(1-x)e_{AA}+xe_{BB}\right]+x(1-x)\,z\left[e_{AB}-\frac{e_{AA}+e_{BB}}2\right].
$$

The first term is the straight line between the end members. The second is the mixing energy, so that

$$
W=z\left[e_{AB}-\frac{e_{AA}+e_{BB}}2\right]. \tag{3}
$$

A positive $W$ means that an unlike pair has a higher energy than the average of an AA and a BB pair. On a finite lattice with $n=xN$ atoms of B, two given sites are unlike with probability $2n(N-n)/[N(N-1)]$, which multiplies the mixing energy by $N/(N-1)$. For a periodic $4\times4$ square lattice with pair energies $-1.00$, $-0.80$ and $-0.87$ eV for AA, BB and AB, equation (3) gives $W=4\times0.03=0.12$ eV. The average over all arrangements at $x=1/2$ is $0.0320$ eV per site, which is $0.12/4$ times $16/15$.

The entropy comes from the number of arrangements, $N!/[n!(N-n)!]$. Stirling's formula, $\ln N!\simeq N\ln N-N$, gives

$$
\frac1N\ln\frac{N!}{n!(N-n)!}\simeq\ln N-x\ln(xN)-(1-x)\ln[(1-x)N].
$$

The linear terms have cancelled because $n+(N-n)=N$. The terms in $\ln N$ cancel as well, leaving $-x\ln x-(1-x)\ln(1-x)$. Multiplication by $-k_BT$ gives the second part of equation (2). At $x=0.3$ the formula gives $0.61086\,k_B$ per site; direct counting gives $0.58642\,k_B$ for 100 sites and $0.61086\,k_B$ for a million.

Suppose now that an alloy of mean composition $x_0$ splits into phases of compositions $x_1<x_0<x_2$, with a fraction $p$ of the sites in the second phase. Conservation of atoms requires $x_0=(1-p)x_1+px_2$, and hence the lever rule,

$$
p=\frac{x_0-x_1}{x_2-x_1}. \tag{4}
$$

The free energy per site becomes $(1-p)f(x_1)+pf(x_2)$. This is the height at $x_0$ of the chord joining the two points on the curve $f$. Splitting is favourable if some chord passes below the curve, and a convex $f$ has no such chord. A term $a+bx$ added to $f$ changes the curve and every chord at $x_0$ by the same amount, $a+bx_0$, which is why the end-member line could be dropped.

Convexity is decided by the second derivative. The derivative of $x\ln x$ is $\ln x+1$ and that of $(1-x)\ln(1-x)$ is $-\ln(1-x)-1$, so

$$
f'(x)=W(1-2x)+k_BT\ln\frac{x}{1-x}, \tag{5}
$$

$$
f''(x)=-2W+k_BT\left(\frac1x+\frac1{1-x}\right)=-2W+\frac{k_BT}{x(1-x)}. \tag{6}
$$

The energy bends the curve downwards by the same amount at all compositions. The entropy bends it upwards, least strongly at $x=1/2$, where $x(1-x)$ has its maximum of $1/4$. Consequently

$$
f''(x)\ge4k_BT-2W,
$$

with equality at $x=1/2$. If $k_BT\ge W/2$, the curvature is nowhere negative and no chord passes below $f$. If $k_BT<W/2$, the curvature is negative around $x=1/2$, and a short chord there does pass below. The boundary between the two cases is equation (1). The factor of 2 in equation (1) thus comes from setting the smallest curvature of the entropy term, $4k_BT$, equal to the magnitude $2W$ of the curvature of the energy.

The same argument shows what happens if $W$ depends on temperature: the criterion at each $T$ is $k_BT\ge W(T)/2$, and a critical temperature must satisfy $k_BT_c=W(T_c)/2$. If $W\le0$, then $f''>0$ at every $T>0$ and this model has no gap. It also cannot describe ordering of A and B on separate sublattices, because it assumes that all sites have the same mean occupation.

The shape of the gap is simplest in the variable $m=2x-1$, which runs from $-1$ to $1$ and vanishes at the symmetric composition. Then $x(1-x)=(1-m^2)/4$. The entropy bracket in equation (2) becomes

$$
\tfrac12\left[(1+m)\ln(1+m)+(1-m)\ln(1-m)\right]-\ln2 .
$$

Since $(1+m)\ln(1+m)=m+m^2/2-m^3/6+m^4/12+\dots$, the odd powers cancel in the sum with its mirror image, and

$$
f=\frac W4-k_BT\ln2+\left(\frac{k_BT}2-\frac W4\right)m^2+\frac{k_BT}{12}m^4+\dots \tag{7}
$$

The quadratic coefficient equals $k_B(T-T_c)/2$ and changes sign at $T_c$, while the quartic coefficient is positive. The single minimum at $m=0$ therefore divides continuously into two as the alloy is cooled.

The compositions at which $f''=0$ form the spinodal. Equation (6) gives $x(1-x)=k_BT/(2W)$, and $2W=4k_BT_c$ turns this into $(1-m^2)/4=T/(4T_c)$. Hence

$$
m_s=\pm\sqrt{1-\frac T{T_c}},\qquad x_s=\frac12\left(1\pm\sqrt{1-\frac T{T_c}}\right). \tag{8}
$$

The compositions of the coexisting phases form the binodal. In terms of $m$, the logarithm in equation (5) is $\ln[(1+m)/(1-m)]=2\,\mathrm{artanh}\,m$, so $f'=-Wm+2k_BT\,\mathrm{artanh}\,m$. Its zeros obey

$$
m=\tanh\left(\frac{T_c}{T}m\right). \tag{9}
$$

The root $m=0$ is always present. For $m>0$ the condition can be written $\mathrm{artanh}(m)/m=T_c/T$. The left side is $1+m^2/3+m^4/5+\dots$, which rises steadily from 1 to infinity, so there is one positive root $m_b$ when $T<T_c$ and none otherwise. Between $0$ and $m_b$ the slope $f'$ is negative, and beyond $m_b$ it is positive. The points $\pm m_b$ are thus two equal, global minima of $f$.

These minima are the coexisting phases. The horizontal line joining them is their common tangent, and no mixture of phases can have a free energy below the global minimum of $f$. Every $x_0$ between the minima attains that value by splitting into them. Outside this range the uniform alloy is stable. To see this on the left, note that $f'$ starts from zero at $m=0$ and keeps falling as $m$ grows until the spinodal is reached, so the binodal lies outside the spinodal, and $f$ is convex from $x=0$ up to the left minimum $x_1$. The tangent at a point $x_0<x_1$ lies below the curve on that convex part. To the right of $x_1$ the tangent continues downwards, whereas $f$ never falls below $f(x_1)$. The tangent therefore lies below the whole curve, and no chord can pass below $f(x_0)$. The right side follows by symmetry.

Setting $f'=0$ in equation (5) also gives the temperature at which a chosen composition lies on the binodal,

$$
k_BT=\frac{W(1-2x)}{\ln[(1-x)/x]}. \tag{10}
$$

Two limits are useful. Far below $T_c$, the B-poor phase has $x\ll1$, and equation (10) reduces to $x\simeq e^{-W/k_BT}$: the solubility is a Boltzmann factor in which $W$ is the energy needed to take one B atom from pure B and dissolve it in A. Just below $T_c$, minimising equation (7) with respect to $m^2$ gives

$$
m_b^2=\frac{W/4-k_BT/2}{k_BT/6}=\frac{3(T_c-T)}T\simeq3\left(1-\frac T{T_c}\right). \tag{11}
$$

To leading order the binodal is therefore $\sqrt3$ times as wide as the spinodal.

As a numerical case, take a model pseudobinary alloy with the round value $W=0.12$ eV per mixing site. Then $k_BT_c=0.06$ eV, and

$$
T_c=\frac{0.12}{2\times8.617333\times10^{-5}}=696.3\ \mathrm K .
$$

A numerical lower convex hull of $f$, which uses no derivative and treats a gap narrower than 0.01 in $x$ as closed, gives 696.25 K. The calculated edges of the gap on the B-poor side are as follows; the other edges are at $1-x$.

| $T$ (K) | binodal $x$ | spinodal $x$ |
|---|---|---|
| 300 | 0.0105 | 0.1228 |
| 500 | 0.0947 | 0.2345 |
| 650 | 0.2828 | 0.3711 |

At 300 K, $W/k_BT=2T_c/T=4.64$, and the low-temperature estimate $e^{-4.64}\simeq0.0097$ is about 8 per cent below the binodal value. At 650 K, equation (11) in its last form gives $m_b\simeq\sqrt{3\times0.0665}=0.447$, about 3 per cent above the value $1-2\times0.2828=0.434$ from the full condition.

Consider an alloy with $x_0=0.30$ at 500 K, where $k_BT=0.04309$ eV and $T/T_c=0.7181$. The free energy of the uniform alloy is

$$
f(x_0)=0.12\times0.30\times0.70-0.04309\times0.61086=0.02520-0.02632=-0.00112\ \mathrm{eV}.
$$

It is negative, so the uniform alloy is favoured over the separated pure end members. This does not make it stable, because the competing phases are themselves mixed. The root of equation (9) is $m_b=0.8106$, which gives phases with $x_1=0.0947$ and $x_2=0.9053$, each with $f=-0.00321$ eV per site. Separation lowers the free energy by $0.00209$ eV per site, and the fraction of sites in the B-rich phase is

$$
p=\frac{0.3000-0.0947}{0.9053-0.0947}=0.253 .
$$

A direct minimisation over both phase compositions, with no use of the tangent condition, reproduces the compositions, the fraction and the gain. The curvature at $x_0$ is $-0.24+0.04309/0.21=-0.035$ eV, so even a slight split into two large regions lowers $f$.

The composition $x=0.15$ behaves differently at the same temperature, since it lies between the binodal and the spinodal. Splitting it into equal amounts with $x=0.14$ and $x=0.16$ raises the free energy by $4.9\times10^{-6}$ eV per site. Splitting it into the two binodal phases lowers it by $3.0\times10^{-4}$ eV per site. The uniform alloy is metastable there: it resists small changes of composition but not a sufficiently large one.

The phrase "per mixing site" matters in a compound. Suppose that A and B share one sublattice while another species fills a second sublattice with equally many sites. Per atom, the mixing energy is $(W/2)x(1-x)$, and the entropy is also half its value per mixing site. Dividing all of $f$ by 2 moves no tangent point, and $T_c$ is unchanged. If the energy per atom is combined with the entropy per mixing site, however, $W$ is in effect halved and the result is 348 K instead of 696 K.

The symmetry of the gap rests on a mixing energy that is symmetric in $x$. For a general mixing energy $u(x)$, equation (6) becomes $f''=u''+k_BT/[x(1-x)]$, and $f$ is convex at all compositions when

$$
k_BT\ge\max_x\left[-x(1-x)u''(x)\right].
$$

Take $u=x(1-x)[W+V(2x-1)]=\tfrac14(1-m^2)(W+Vm)$. Because $d/dx=2\,d/dm$, its second derivative is $u''=-2W-6Vm$, and the quantity to be maximised is $\tfrac12(1-m^2)(W+3Vm)$. For small $V/W$ this is $\tfrac12(W+3Vm-Wm^2)$ to second order in $V/W$ near the maximum, which lies at $m=3V/(2W)$. The critical thermal energy becomes

$$
k_BT_c\simeq\frac W2+\frac{9V^2}{8W}.
$$

A small asymmetry thus shifts the critical composition in first order but raises the critical temperature only in second order.

A more basic limitation is the assumption of random occupation. There is a model for which equation (2) becomes exact as $N$ grows: every pair of sites interacts equally, and the mixing energy is $Wn(N-n)/N$ for any arrangement. Because the energy does not depend on the arrangement, this model gains nothing by separating into two regions at fixed $n$. Its free energy keeps the non-convex shape of equation (2) below $T_c$, and the transition shows only in the distribution of $n$ when $n$ is free to change. If $n$ may fluctuate with no bias towards either species, the weight of $n$ is the number of arrangements times $\exp[-Wn(N-n)/(Nk_BT)]$. For even $N$, going from $n=N/2$ to $N/2+1$ reduces $n(N-n)$ by 1, so the ratio of the two weights is

$$
\frac{N/2}{N/2+1}\,e^{W/(Nk_BT)} .
$$

The distribution turns from one peak to two when this ratio reaches 1, that is, at

$$
k_BT=\frac{W}{N\ln(1+2/N)}\simeq\frac W2\left(1+\frac1N\right).
$$

The calculated onset is 703.2 K for 100 sites, 697.0 K for 1000 and 696.3 K for 10 000, in line with the $1/N$ approach to $T_c$. Above $T_c$ the weight is close to $e^{-Nf/k_BT}$, a Gaussian of variance $k_BT/(Nf'')$ in $x$. The variance of $n$ per site at $x=1/2$ is then $k_BT/(4k_BT-2W)=1/[4(1-T_c/T)]$, which diverges at $T_c$.

With short-ranged interactions, atoms of one kind can gather locally and avoid unlike neighbours without forming separate phases. Let $M$ be the number of arrangements at fixed composition, and let the angle brackets be the unweighted average over them. The true free energy is $F=-k_BT\ln M-k_BT\ln\langle e^{-E/k_BT}\rangle$. Jensen's inequality, $\langle e^{-E/k_BT}\rangle\ge e^{-\langle E\rangle/k_BT}$, gives

$$
F\le\langle E\rangle-k_BT\ln M .
$$

Random mixing therefore overestimates the free energy at a given composition, or at best equals it. On the $4\times4$ lattice at $x=1/2$ and 500 K the excess is $0.0039$ eV per site. For comparison, the separation gain from equation (2) at the same composition and temperature is $f(1/2)-f(x_1)=0.00013+0.00321=0.0033$ eV per site. Correlations also lower the free energy of the dilute phases, but much less: on the same cell the excess at $x=1/8$ is $0.0006$ eV per site. The correction at $x=1/2$ is thus of the same size as the separation gain, so correlations are not a minor correction on the scale that decides stability, although the values of the excess belong to this small cell. The infinite square lattice with these pair energies is the two-dimensional Ising model, whose exact critical point is $k_BT_c=W/[4\ln(1+\sqrt2)]$, or 395 K, so at 500 K it has no miscibility gap.

The inequality alone does not say how $T_c$ changes, but a chain with nearest-neighbour interactions can be solved. Here $z=2$, so an unlike pair costs $w=W/2$. With no bias towards either species, each bond of a long chain is independently unlike with probability $q/(1+q)$, where $q=e^{-w/k_BT}$. Let $\sigma_i=1$ for B and $-1$ for A. Each unlike bond reverses the sign, so $\langle\sigma_i\sigma_{i+r}\rangle=t^{|r|}$ with $t=(1-q)/(1+q)$. Because the occupation is $(1+\sigma_i)/2$, the variance of $n$ per site is

$$
\frac14\sum_{r=-\infty}^{\infty}t^{|r|}=\frac14\,\frac{1+t}{1-t}=\frac1{4q}=\frac14e^{w/k_BT}. \tag{12}
$$

This is finite at every $T>0$, so the chain has no critical temperature, although equation (1) assigns it one. At $T=W/(2k_B)$ equation (12) gives $e/4\simeq0.680$, and enumeration of a 14-site ring gives $0.6795$, where random mixing predicts a divergence. At 1.5 times that temperature the ring gives $0.487$ against $0.75$ from random mixing. For a short-ranged alloy, $W/(2k_B)$ is thus a mean-field estimate whose quality depends on the lattice and on the range of the interactions.

## Numbers as computed

```
Mixing parameter W = 0.120 eV per mixing site
Boltzmann constant = 8.617333e-05 eV/K
Critical temperature W/(2 kB) = 696.27 K
Critical thermal energy kB Tc = 0.0600 eV
Critical temperature from convex hull = 696.25 K
Tc with mismatched per-atom energy = 348.13 K
T = 300 K: binodal x = 0.0105 and 0.9895
T = 300 K: spinodal x = 0.1228 and 0.8772
T = 500 K: binodal x = 0.0947 and 0.9053
T = 500 K: spinodal x = 0.2345 and 0.7655
T = 650 K: binodal x = 0.2828 and 0.7172
T = 650 K: spinodal x = 0.3711 and 0.6289
Worked alloy: x0 = 0.30, T = 500 K
Thermal energy kB T = 0.04309 eV
Ratio T/Tc = 0.7181
Binodal m = 0.8106
Mixing energy at x0 = 0.02520 eV per site
Entropy at x0 = 0.61086 kB per site
Free energy of uniform alloy = -0.001120 eV per site
Free energy of separated alloy = -0.003210 eV per site
Free-energy gain on separation = 0.002090 eV per site
B-rich phase fraction = 0.2533
B-poor phase fraction = 0.7467
Curvature of f at x0 = -0.0348 eV
Metastable x = 0.15: change, split by 0.01 = 4.907e-06 eV
Metastable x = 0.15: f(binodal) - f(x) = -2.972e-04 eV
Counted entropy, x = 0.3, 100 sites = 0.58642 kB per site
Counted entropy, x = 0.3, 1000000 sites = 0.61086 kB per site
Two-peak onset, 100 sites = 703.21 K
Two-peak onset, 1000 sites = 696.97 K
Two-peak onset, 10000 sites = 696.34 K
Pair energies AA, BB, AB = -1.00, -0.80, -0.87 eV
4x4 lattice, x = 0.5: mean mixing energy = 0.03200 eV per site
4x4 lattice, x = 0.5, 500 K: random excess = 0.003923 eV per site
14-site ring, T/Tc = 0.7: variance per site = 1.0410
14-site ring, T/Tc = 1.0: variance per site = 0.6795
14-site ring, T/Tc = 1.5: variance per site = 0.4869
```
